# First-order gap difference between generalized Kohn-Sham and OEP hybrids

## Which gap does a hybrid calculation report?

A hybrid functional can be run with a nonlocal exchange operator or with a multiplicative potential derived from the same energy expression. Whoever needs a gap must decide which eigenvalue difference to use, and whether the multiplicative calculation needs a correction before the two are compared. The first scheme is a generalized Kohn-Sham (GKS) calculation, the second an optimized effective potential (OEP) calculation. For a small exchange fraction $\alpha$ their gaps differ by $\alpha\Delta_x$, where $\Delta_x$ is the derivative discontinuity of exact exchange. The GKS gap is therefore the larger one, to this order, if $\Delta_x>0$.

### One energy, two minimizations

Hartree atomic units are used. The system is finite and closed-shell, with real spatial orbitals $\phi_p$ and occupations $0\le f_p\le2$ shared equally between the spins. The density matrix is $\gamma(r,r')=\sum_p f_p\phi_p(r)\phi_p(r')$, the density is $n(r)=\gamma(r,r)$, and the interaction is $w(r,r')$. The energy is

$$
E=\mathrm{Tr}[(\hat t+v_{\rm ext})\gamma]+E_{\rm H}[n]+\alpha E_x[\gamma]+E_{\rm loc}^{\alpha}[n], \tag{1}
$$

$$
E_x[\gamma]=-\frac14\iint\gamma(r,r')^2\,w(r,r')\,dr\,dr'. \tag{2}
$$

Here $E_{\rm loc}^{\alpha}=(1-\alpha)E_x^{\rm loc}+E_c^{\rm loc}$ collects explicit density functionals. They are assumed to be differentiable, with potentials that do not jump when the electron number passes an integer.

Varying (2) brings down a factor 2 from the square:

$$
\delta E_x=\mathrm{Tr}[\hat v_x^{\rm NL}\delta\gamma],\qquad
v_x^{\rm NL}(r,r')=-\tfrac12\gamma(r,r')w(r,r'). \tag{3}
$$

The variation of the whole energy is then

$$
\delta E=\mathrm{Tr}[\hat h\,\delta\gamma],\qquad
\hat h=\hat t+v_{\rm ext}+v_{\rm H}+v_{\rm loc}^{\alpha}+\alpha\hat v_x^{\rm NL}. \tag{4}
$$

In the GKS scheme the orbitals are varied freely, subject to orthonormality. A small rotation mixes an occupied orbital $i$ with an empty orbital $a$ and changes $E$ in proportion to $\langle i|\hat h|a\rangle$. All these elements must vanish at the minimum. One may then diagonalize $\hat h$ separately among the occupied and among the empty orbitals, which gives $\hat h\phi_p=\varepsilon_p^{\rm GKS}\phi_p$.

In the OEP scheme all orbitals must be eigenfunctions of one Hamiltonian with a multiplicative potential. That potential is written as

$$
\hat h_s=\hat t+v_{\rm ext}+v_{\rm H}+v_{\rm loc}^{\alpha}+\alpha v_x(r),\qquad
\hat h_s\phi_p=\varepsilon_p\phi_p, \tag{5}
$$

which defines $v_x$ for $\alpha>0$. At the same density matrix, (4) and (5) give

$$
\hat h=\hat h_s+\alpha\hat D,\qquad \hat D=\hat v_x^{\rm NL}-v_x. \tag{6}
$$

### What the OEP condition says

Let a weak real symmetric operator $\hat O$ be added to $\hat h_s$. First-order perturbation theory gives

$$
\delta\phi_i=\sum_{q\ne i}\phi_q\frac{\langle q|\hat O|i\rangle}{\varepsilon_i-\varepsilon_q}.
$$

In $\delta\gamma=2\sum_i(\delta\phi_i\,\phi_i+\phi_i\,\delta\phi_i)$ the terms with both $i$ and $q$ occupied cancel in pairs, because the denominator changes sign when the labels are exchanged. What remains is

$$
\delta\gamma(r,r')=2\sum_{ia}\big[\phi_i(r)\phi_a(r')+\phi_a(r)\phi_i(r')\big]\frac{\langle i|\hat O|a\rangle}{\varepsilon_i-\varepsilon_a}. \tag{7}
$$

Setting $r'=r$ makes the two terms in the bracket equal, so the density response is

$$
n_1[\hat O](r)=4\sum_{ia}\phi_i(r)\phi_a(r)\frac{\langle i|\hat O|a\rangle}{\varepsilon_i-\varepsilon_a}. \tag{8}
$$

For a multiplicative perturbation $u(r)$ this defines the response operator $\chi_0$ through $\chi_0u=n_1[u]$.

The OEP energy is stationary when the potential in (5) changes by an arbitrary $\delta v(r)$. Insert (6) and (7), with $\hat O=\delta v$, into (4). The part $\mathrm{Tr}[\hat h_s\delta\gamma]$ vanishes, since $\hat h_s$ is diagonal and $\delta\gamma$ has only occupied-empty elements. The rest is

$$
\delta E=4\alpha\sum_{ia}\frac{\langle i|\hat D|a\rangle\langle a|\delta v|i\rangle}{\varepsilon_i-\varepsilon_a}
=\alpha\int\delta v(r)\,n_1[\hat D](r)\,dr .
$$

This must be zero for every $\delta v$, hence

$$
n_1[\hat D](r)=0. \tag{9}
$$

The optimized potential is thus the multiplicative one for which replacing $v_x$ by the nonlocal operator leaves the density unchanged to first order. The density matrix may still change. The same calculation shows that $\mathrm{Tr}[\hat D\,\delta\gamma]=0$ for every $\delta v$, which is the chain rule $\delta E_x=\int v_x\,\delta n\,dr$ for number-conserving changes. At $\alpha=0$, equation (9) is taken as the definition of $v_x$.

Equation (9) fixes $v_x$ up to a constant. If two solutions differ by a continuous function $u$, then $\chi_0u=0$, and

$$
0=\int u\,\chi_0u\,dr=4\sum_{ia}\frac{|\langle i|u|a\rangle|^2}{\varepsilon_i-\varepsilon_a}.
$$

Every denominator is negative, so every $\langle i|u|a\rangle$ vanishes and $u\phi_i=\sum_j\phi_jU_{ji}$ with a constant matrix $U$ over the occupied orbitals. Wherever some occupied orbital is nonzero, $u(r)$ is therefore an eigenvalue of this finite matrix. A continuous function restricted to finitely many values is constant.

### The discontinuity

The free constant is settled by asking that $\delta E_x=\int v_x\,\delta n\,dr$ hold also when charge is added or removed. Fractional occupations are inserted directly in (1) and (2).

Put a small charge $\delta$ into the lowest empty orbital $L$ at fixed potential. Then $\delta\gamma=\delta\,\phi_L(r)\phi_L(r')$, and (3) gives $\delta E_x=\delta\,\langle L|\hat v_x^{\rm NL}|L\rangle$. The density changes by $\delta\,\phi_L^2$. The potential $v_x^+$ valid on the electron-rich side therefore obeys the first condition below. Removing charge from the highest occupied orbital $H$ gives the second:

$$
\langle L|v_x^+|L\rangle=\langle L|\hat v_x^{\rm NL}|L\rangle,\qquad
\langle H|v_x^-|H\rangle=\langle H|\hat v_x^{\rm NL}|H\rangle. \tag{10}
$$

Both potentials also obey (9), so $v_x^\pm=v_x+c^\pm$ with $c^+=\langle L|\hat D|L\rangle$ and $c^-=\langle H|\hat D|H\rangle$. The jump is

$$
\Delta_x=v_x^+-v_x^-=\langle L|\hat D|L\rangle-\langle H|\hat D|H\rangle. \tag{11}
$$

A constant added to $v_x$ cancels in this difference.

The jump also appears in the total energy. The OEP energy is stationary with respect to the potential, so its first-order change on adding charge comes from the occupation alone. By (4) and (6),

$$
\left.\frac{dE}{dN}\right|_+=\langle L|\hat h|L\rangle=\varepsilon_L+\alpha\langle L|\hat D|L\rangle,
$$

and likewise $dE/dN|_-=\varepsilon_H+\alpha\langle H|\hat D|H\rangle$. Subtraction gives

$$
\left[\frac{dE}{dN}\right]_-^+=E_{\rm gap}^{\rm OEP}+\alpha\Delta_x. \tag{12}
$$

In the GKS scheme the orbitals are eigenfunctions of $\hat h$ itself, so the corresponding jump equals $E_{\rm gap}^{\rm GKS}$. The GKS eigenvalues contain the discontinuity of the exchange term, whereas the OEP eigenvalues omit it. These slopes belong to the functional with fractional occupations. They need not equal energy differences between integer electron numbers, because an approximate energy is in general not linear in between.

### From the OEP to the GKS solution

Equation (12) does not yet compare the eigenvalue gaps, since the two schemes have different self-consistent orbitals. Let $\delta\gamma$ and $\delta n$ now denote the GKS quantities minus the OEP quantities at the same $\alpha$. Expanding (4) about the OEP solution gives

$$
\delta\hat h\equiv\hat h^{\rm GKS}-\hat h_s
=\alpha\hat D+f\,\delta n+\alpha\hat v_x^{\rm NL}[\delta\gamma]+O(\delta n^2). \tag{13}
$$

Here $f$ is the kernel of the Hartree and local exchange-correlation potentials, and $f\,\delta n$ is the multiplicative potential it produces. The third term is linear in $\delta\gamma$ by (3).

At $\alpha=0$ both schemes reduce to the same local Kohn-Sham problem. Assume that its gap is open, that $H$ and $L$ are nondegenerate, that $1-\chi_0f$ is invertible, and that $v_x$ varies smoothly with $\alpha$. Invertibility means that the self-consistent density responds by a finite amount to a weak perturbation. Both solutions then depend smoothly on $\alpha$, so $\delta\gamma=O(\alpha)$.

The density response to (13) is

$$
\delta n=\alpha n_1[\hat D]+\chi_0f\,\delta n+\alpha n_1\big[\hat v_x^{\rm NL}[\delta\gamma]\big]+O(\alpha^2).
$$

The first term vanishes by (9). The third is $O(\alpha^2)$, because $\delta\gamma$ is already $O(\alpha)$. Therefore

$$
(1-\chi_0f)\,\delta n=O(\alpha^2)\quad\Longrightarrow\quad \delta n=O(\alpha^2). \tag{14}
$$

The Hartree and local potentials do not change at first order, and (13) reduces to $\delta\hat h=\alpha\hat D+O(\alpha^2)$. For the nondegenerate frontier levels,

$$
\varepsilon_p^{\rm GKS}=\varepsilon_p+\alpha\langle p|\hat D|p\rangle+O(\alpha^2),\qquad p=H,L. \tag{15}
$$

Subtracting $H$ from $L$ and using (11) gives the result:

$$
\boxed{E_{\rm gap}^{\rm GKS}-E_{\rm gap}^{\rm OEP}=\alpha\Delta_x+O(\alpha^2)} \tag{16}
$$

The OEP orbitals at $\alpha$ differ from those at $\alpha=0$ by $O(\alpha)$. Evaluating $\Delta_x$ with either set changes (16) only in the remainder.

The expansion requires $\alpha|\langle p|\hat D|q\rangle|$ to be small compared with $|\varepsilon_p-\varepsilon_q|$ for the levels $q$ that couple to $p=H,L$. It fails as written when a frontier level is degenerate, or when $L$ lies in a continuum, where neighbouring levels are arbitrarily close. At $\alpha=1$ the formula has no small parameter left to control its error.

### Why the reference must be the OEP

One might start instead from the local functional at $\alpha=0$ and treat $\alpha(\hat v_x^{\rm NL}-v_x^{\rm loc})$ as the perturbation. Split it as

$$
\hat v_x^{\rm NL}-v_x^{\rm loc}=\hat D+(v_x-v_x^{\rm loc}). \tag{17}
$$

The second part is multiplicative and in general changes the density at first order. The frontier levels then shift also through $f\,\delta n$, which the bare expectation value of (17) misses. The OEP calculation contains the same multiplicative change and, by (14), the same first-order density. This relaxation is therefore common to both schemes and drops out of their difference, leaving $\hat D$.

### When is the discontinuity positive?

The word "larger" depends on the sign of $\Delta_x$. For one doubly occupied orbital the sign can be proved. Then $\gamma=2\phi_H(r)\phi_H(r')$, and (3) gives $v_x^{\rm NL}(r,r')=-\phi_H(r)\phi_H(r')w(r,r')$. Define $u_H(r)=\int\phi_H(r')^2w(r,r')\,dr'$. For any orbital $a$,

$$
\langle a|\hat v_x^{\rm NL}|H\rangle=-\int\phi_a(r)\phi_H(r)u_H(r)\,dr=\langle a|-u_H|H\rangle .
$$

Hence $v_x=-u_H$ makes every $\langle a|\hat D|H\rangle$ zero and solves (9). It also gives $\langle H|\hat D|H\rangle=0$. Define

$$
J_{HL}=\iint\phi_H(r)^2\phi_L(r')^2w\,dr\,dr',\qquad
K_{HL}=\iint\phi_H(r)\phi_L(r)\phi_H(r')\phi_L(r')w\,dr\,dr'.
$$

Then $\langle L|\hat v_x^{\rm NL}|L\rangle=-K_{HL}$ and $\langle L|v_x|L\rangle=-J_{HL}$, so that

$$
\Delta_x=J_{HL}-K_{HL}
=\frac12\iint\big[\phi_H(r)\phi_L(r')-\phi_L(r)\phi_H(r')\big]^2w\,dr\,dr'. \tag{18}
$$

Expanding the square gives $J_{HL}$ twice and $-2K_{HL}$ once, which confirms the factor $\tfrac12$. The integral is positive for a positive interaction.

The physical reason is visible in the two expectation values. The potential $-u_H$ removes the repulsion of one electron. This is right for an electron in $H$, which must not repel itself, but the multiplicative potential grants the same attraction to $L$. The nonlocal operator gives $L$ only the exchange term $-K_{HL}$. If $H$ and $L$ are localized a large distance $R$ apart and $w$ is the Coulomb interaction, $K_{HL}$ vanishes with the overlap and $\Delta_x\approx1/R$.

With several occupied orbitals, (9) no longer makes each matrix element vanish separately, and this proof does not carry over. There the sign of (11) has to be computed.

### Four electrons in a one-dimensional box

The model has four electrons in a hard-wall box of length 10 bohr, with $w=1/\sqrt{(x-x')^2+1}$ and two attractive centres, softened in the same way, of charge 3 at $-1.5$ bohr and charge 1 at $+1.5$ bohr. The local functional is the exchange energy of the uniform gas with this interaction, and correlation is omitted. The numerical check solves both schemes self-consistently on a grid of spacing 0.1 bohr.

At $\alpha=0$ the gap is 0.2668 hartree. With the constant in $v_x$ chosen so that $\langle H|\hat D|H\rangle=0$, equation (11) gives

$$
\Delta_x=\langle L|\hat v_x^{\rm NL}|L\rangle-\langle L|v_x|L\rangle=-0.1965+0.5258=0.3293\ \text{hartree},
$$

or 8.96 eV. The level $L$ lies at $+0.114$ hartree because the walls push it up; in a much longer box it sinks to just below zero. These values therefore belong to the box and not to the two centres in open space.

All energies in the table are in hartree, and $\Delta_x$ is taken at $\alpha=0$.

| $\alpha$ | GKS gap | OEP gap | Difference | $\alpha\Delta_x$ |
|---|---|---|---|---|
| 0.01 | 0.2704 | 0.2671 | 0.00329 | 0.00329 |
| 0.10 | 0.3028 | 0.2697 | 0.03307 | 0.03293 |
| 0.25 | 0.3575 | 0.2743 | 0.08319 | 0.08232 |
| 0.50 | 0.4503 | 0.2822 | 0.16812 | 0.16464 |

At $\alpha=0.25$ the schemes differ by 2.26 eV, and first order predicts 2.24 eV, which is 1.0 percent below the computed difference. Halving the grid spacing moves each gap at this $\alpha$ by about 0.0003 hartree and their difference by about 0.00001 hartree. In the fine-grid limit the gaps, including the one at $\alpha=0$, lie about 0.00035 hartree above the values given here, so their fourth decimal is not converged. In that limit $\Delta_x$ is 0.3292 hartree, and the differences in the table change by about 0.00003 hartree or less.

The remainder divided by $\alpha^2$ stays near 0.014 hartree over the whole table. At $\alpha=0.25$ it amounts to $0.08319-0.08232=0.00087$ hartree. Most of it comes from the change of the orbitals in $\Delta_x$. With the OEP orbitals at this $\alpha$, $\Delta_x$ is 0.3325 hartree, which accounts for $0.25\times(0.3325-0.3293)=0.0008$ hartree.

The density behaves as (14) requires. When $\alpha$ doubles from 0.01 to 0.02, the integrated absolute density difference between GKS and OEP grows from about $2.8\times10^{-7}$ to $1.1\times10^{-6}$ electrons, a factor of four; the second digit of the smaller number depends on the grid and on the convergence threshold. Between GKS and the local functional it grows from 0.0020 to 0.0040 electrons, a factor of two.

This first-order density change is what spoils the local reference. The bare expectation value of (17) predicts that the GKS gap rises with an initial slope of 0.3723 hartree per unit $\alpha$, while the computed slope is 0.3584 hartree. Relaxation contributes the missing $-0.0139$ hartree. Its magnitude is close to the coefficient of the quadratic remainder above, but nothing in the derivation links the two quantities.

Total energies at fractional electron number give an independent check of (12). At $\alpha=0.25$ the slope of the OEP energy jumps by 0.3574 hartree, in agreement with $E_{\rm gap}^{\rm OEP}+\alpha\Delta_x=0.2743+0.25\times0.3325=0.3574$ hartree. The GKS jump is 0.3575 hartree, equal to the GKS gap at this precision.

For a gap meant to represent the slope jump of the hybrid energy, the GKS eigenvalue difference can therefore be used directly, while the OEP eigenvalue difference needs $\alpha\Delta_x$ added.

## Table of computed values

```
box length 10.0 bohr, grid spacing 0.100 bohr
charges (3.0, 1.0) at (-1.5, 1.5) bohr, electrons 4
Alpha = 0 (LDA exchange), energies in hartree
levels 1, H, L: [-0.74775 -0.15296  0.11384]
gap: 0.26680
<L|K|L>: -0.19654   <L|v_x|L>: -0.52582
<H|K|H>: -0.62312   <H|v_x|H>: -0.62312
Delta_x: 0.32928 hartree = 8.960 eV
alpha, GKS gap, OEP gap, difference, alpha*Delta_x(0) [hartree],
   and (difference - alpha*Delta_x(0))/alpha^2 [hartree]
0.01 0.270386 0.267092 0.003294 0.003293 0.0138
0.02 0.273975 0.267384 0.006591 0.006586 0.0138
0.10 0.302808 0.269742 0.033067 0.032928 0.0139
0.25 0.357463 0.274275 0.083188 0.082320 0.0139
0.50 0.450282 0.282167 0.168115 0.164641 0.0139
difference/alpha extrapolated to 0: 0.32928 hartree
density change GKS-OEP, alpha 0.01, 0.02: 2.739e-07, 1.111e-06 electrons
   order in alpha: 2.020
density change GKS-LDA, alpha 0.01, 0.02: 1.992e-03, 3.986e-03 electrons
   order in alpha: 1.001
slope of GKS gap from LDA gap: 0.35838 hartree
bare expectation with LDA reference: 0.37226 hartree
dE_x/ds direct: -0.122109, from v_x: -0.122109 hartree
At alpha = 0.25, energies in hartree
Delta_x with OEP orbitals at this alpha: 0.33249
OEP gap + alpha*Delta_x: 0.35740
OEP energy-derivative jump: 0.35740
GKS energy-derivative jump: 0.35746
E(OEP) - E(GKS): 9.004e-05
gap difference: 2.264 eV, first order: 2.240 eV
first-order error: -1.04 percent
Finer grid, spacing 0.050 bohr, energies in hartree
Delta_x(0): 0.32925
GKS gap: 0.35772   OEP gap: 0.27454
One doubly occupied orbital, box with tilt 0.01 hartree/bohr
J_HL: 0.45180, K_HL: 0.15902, Delta_x: 0.29278 hartree
```
